# Free-Slab Boundaries for an Edge Dislocation: Stress, Convergence and Cell Length

## What goes wrong without the correction

Electronic-structure programs offer slab cells: a layer of crystal with vacuum on both sides. Suppose such a slab holds an edge dislocation and is prepared or interpreted with the bulk stress field. For a 50 nm silicon membrane with the dislocation 15 nm below the top face, that field leaves tractions up to 355 MPa on faces that should carry none. Adding the image forces of the two faces, each computed as if the other were absent, gives a climb force of 39 mN/m towards the near face. The force in the free slab is 14.5 mN/m away from it.

The slab setting therefore needs a field in which both faces are free together. This guide derives it in linear elasticity and draws from it rules for slab thickness, cell length and numerical cutoffs.

## The model and the bulk field in modes

The slab fills $|y|<a$, with thickness $t=2a$, and is isotropic, infinite along $x$ and in plane strain. The dislocation line is at $(0,d)$ with $d\ge0$, its Burgers vector $b$ lies along $x$, and its extra half-plane is above it. Write $\eta=y-d$, $r^2=x^2+\eta^2$, $\delta=a-d$ for the depth, and

$$D=\frac{\mu b}{2\pi(1-\nu)},\qquad E'=\frac{2\mu}{1-\nu}=\frac{4\pi D}{b}.$$

An Airy function $\phi$ gives $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$, $\sigma_{xy}=-\phi_{xy}$. This satisfies equilibrium identically; compatibility requires $\nabla^4\phi=0$. The bulk dislocation has $\phi=-D\eta\ln r$, so

$$\sigma_{xx}=-\frac{D\eta(3x^2+\eta^2)}{r^4},\quad \sigma_{yy}=\frac{D\eta(x^2-\eta^2)}{r^4},\quad \sigma_{xy}=\frac{Dx(x^2-\eta^2)}{r^4}.$$

To split this into waves along $x$, use

$$\ln r=\int_0^\infty\frac{e^{-k}-e^{-k|\eta|}\cos kx}{k}\,dk ,$$

with lengths in any fixed unit. It holds because both sides vanish at $x=0,|\eta|=1$ and have equal gradients. The $e^{-k}$ term adds to $\phi$ a function linear in $\eta$, which carries no stress. Hence

$$\phi\to D\int_0^\infty G\cos kx\,dk,\qquad G=\frac{\eta\,e^{-k|\eta|}}{k}.$$

## Cancelling both faces together

Add a correction $C(k,y)$ to each $G$, and let $g=G+C$. The stresses become

$$\sigma_{xx}=D\!\int_0^\infty\! g_{yy}\cos kx\,dk,\quad \sigma_{yy}=-D\!\int_0^\infty\! k^2g\cos kx\,dk,\quad \sigma_{xy}=D\!\int_0^\infty\! k g_y\sin kx\,dk .$$

Free faces need $\sigma_{yy}=\sigma_{xy}=0$ at $y=\pm a$, so $g=g_y=0$ there. The correction has no source inside the slab, so $(\partial_y^2-k^2)^2C=0$ and

$$C=A\cosh ky+By\sinh ky+E\sinh ky+Fy\cosh ky .$$

The required face values are $V_\pm=-G(\pm a)$ and the slopes $S_\pm=-G_y(\pm a)$, where $G_y=(1-k|\eta|)e^{-k|\eta|}/k$. Split them by parity, remembering that an even function has an odd slope:

$$V_e=\tfrac12(V_++V_-),\; S_e=\tfrac12(S_+-S_-),\; V_o=\tfrac12(V_+-V_-),\; S_o=\tfrac12(S_++S_-).$$

With $q=ka$, $c=\cosh q$, $s=\sinh q$, the even pair of equations is

$$Ac+Bas=V_e,\qquad Aks+B(s+qc)=S_e .$$

Its determinant is $c(s+qc)-qs^2=sc+q$, giving

$$A=\frac{V_e(s+qc)-S_eas}{sc+q},\qquad B=\frac{S_ec-V_eks}{sc+q}.$$

The odd pair is $Es+Fac=V_o$, $Ekc+F(c+qs)=S_o$, with determinant $sc-q$:

$$E=\frac{V_o(c+qs)-S_oac}{sc-q},\qquad F=\frac{S_os-V_okc}{sc-q}.$$

In practice the bulk part is evaluated in closed form and only $C$ is integrated numerically.

## Choosing the wavenumber cutoff and the nodes

If the integral over $C$ stops at $K$, the traction left on a face is the bulk tail beyond $K$. At the near face its normal part is

$$\sigma_{yy}=-D\int_K^\infty k\delta\,e^{-k\delta}\cos kx\,dk,\qquad |\sigma_{yy}|\le D\left(K+\frac1\delta\right)e^{-K\delta},$$

with equality at $x=0$. For $K\delta\ge1$ the shear part obeys

$$|\sigma_{xy}|\le D\int_K^\infty(k\delta-1)e^{-k\delta}dk=DKe^{-K\delta}.$$

The far face has the same bounds with a larger distance, hence smaller ones. The residual thus converges to zero exponentially, uniformly in $x$, if the remaining integral is accurate. For the example, $K\delta=5,10,20$ leaves 14.4, 0.177 and $1.5\times10^{-5}$ MPa, equal to the bound at the printed precision.

The quadrature is a separate limit. On $[0,K]$ the factor $\cos kx$ becomes a wave of phase $w=Kx/2$ in the scaled variable on $[-1,1]$. Its Legendre coefficients are proportional to spherical Bessel functions $j_n(w)$, which fall rapidly once $n>w$. A Gauss–Legendre rule with $N$ nodes integrates polynomials up to degree $2N-1$, so the estimate is

$$N\gtrsim\frac{Kx_{\max}}4 .$$

With $K\delta=40$ and $x_{\max}=150$ nm this is $(40/15)\times150/4=100$ nodes. The residual is 3.3 MPa with 80 nodes, $3.5\times10^{-3}$ MPa with 100 and $6\times10^{-12}$ MPa with 160. The estimate marks the onset of convergence, so a margin above it is needed: at $K\delta=20$ the estimated 50 nodes still leave 2.7 MPa, and 60 leave $2\times10^{-4}$ MPa. Raising $K$ at fixed $N$ can therefore make the result worse.

## Why zero traction is not enough

The field $\sigma_{xx}=c_0+c_1y$ also leaves both faces free. Small residuals cannot detect it; the resultants on a cross-section can. For each mode,

$$\int_{-a}^a g_{yy}dy=[g_y]=0,\qquad \int_{-a}^a yg_{yy}dy=[yg_y-g]=0,\qquad \int_{-a}^a g_ydy=[g]=0,$$

so force, moment and shear force vanish, provided the modes stay finite as $k\to0$.

They do. Across $\eta=0$, $G$, $G_y$ and $G_{yyy}$ are continuous, while $G_{yy}$ jumps from $2$ to $-2$. Thus $g$ solves $(\partial_y^2-k^2)^2g=0$ on either side of $d$, with a jump independent of $k$ and clamped ends. The divergent part $\eta/k$ of $G$ has been cancelled, and the limit is $g_0=-\eta|\eta|+p(y)$ with $p$ a cubic. Clamping requires

$$p(a)=(a-d)^2,\quad p(-a)=-(a+d)^2,\quad p'(\pm a)=2(a\mp d).$$

For $p=p_0+p_1y+p_2y^2+p_3y^3$, the even part gives $2p_2a=-2d$. The odd part gives $p_1a+p_3a^3=a^2+d^2$ and $p_1+3p_3a^2=2a$, so $2p_3a^3=a^2-d^2$. Therefore

$$g_0''=-2\,\mathrm{sgn}\,\eta-\frac{2d}{a}+\frac{3(a^2-d^2)}{a^3}y .$$

## The slab bends

Integrating a cosine transform over all $x$ gives $\pi$ times its value at $k=0$. So $\int\sigma_{xx}dx=\pi Dg_0''$ and $\int\sigma_{yy}dx=0$. In plane strain $\epsilon_{xx}=[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}]/2\mu$, and $\pi D(1-\nu)/2\mu=b/4$. The displacement of the right end relative to the left is

$$\Delta u_x=-\frac b2\mathrm{sgn}\,\eta-\frac{bd}{2a}+\theta y,\qquad \theta=\frac{3b(a^2-d^2)}{4a^3}.$$

The first term is the Burgers step $b$ between the two sides of the glide plane. The last is a relative rotation of the ends, which makes the slab convex on the side of the extra half-plane. In the example

$$\theta=\frac{3\times0.384\times(625-100)}{4\times15625}=9.68\times10^{-3}\ \text{rad}=0.55^\circ .$$

The stress itself is confined. Since $g$ depends on $k$ through $k^2$, the integrals extend to the whole real axis and are closed in the complex plane. Poles occur where $\sinh kt\pm kt=0$. With $k=iz/t$ this is $\sin z\pm z=0$, and each pole contributes a decay $e^{-\mathrm{Re}z\,|x|/t}$.

Put $z=u+iv$ with $u,v>0$. For the plus sign, $\sin u\cosh v=-u$ and $\cos u\sinh v=-v$, so $\sin u$ and $\cos u$ are both negative and $u>\pi$. For the minus sign both are positive. The range $0<u<\pi/2$ is excluded because it would need $\tan u/u=\tanh v/v$, with the left side above 1 and the right side below; hence $u>2\pi$. The slowest root is $u=4.212$, from the plus sign, and the decay length is $50/4.212=11.9$ nm. At $d=0$ the even modes are absent and the decay is faster. On the glide plane 100 nm from the core, the bulk shear stress is 53 MPa and the slab value is $-0.16$ MPa.

## The climb force and its reversal

If the core moves up by $dy$, the extra half-plane shortens and the material beside it closes by $b$. A tensile stress opposes this, so $F_y=-b\sigma_{xx}$, evaluated with the correction field at the core. The glide force $b\sigma_{xy}$ vanishes there by symmetry in $x$.

**One face.** Let $h=a-y$ and remove the other face. Then $C=(P+Qh)e^{-kh}$, with $P=-\delta e^{-k\delta}/k$ from the value and $Q=(1-2k\delta)e^{-k\delta}/k$ from the slope. At $h=\delta$,

$$C_{yy}=[k^2(P+Q\delta)-2kQ]e^{-k\delta}=(-2+4k\delta-2k^2\delta^2)e^{-2k\delta}.$$

The integral over $k$ is $(-1+1-\tfrac12)/\delta$, so $F_y=Db/2\delta$, an attraction.

**Effect of finite thickness.** A shallow dislocation acts as a surface layer of thickness $\delta$ with an excess length $b$. It loads the body by a tangential force dipole $M=E'b\delta$. Let a tangential traction of amplitude $T$ and wavenumber $k$ produce surface strain of amplitude $RT$. A dipole has $T=kM$, so the strain at its position is $(M/\pi)\int_0^\infty kR\,dk$. The body's compliance lowers the energy by half of $M$ times this strain.

To find $R$, split the load on one face into even and odd halves. The even mode that vanishes at the faces is $f=B(y\sinh ky-a\tanh q\cosh ky)$, with $f'(a)=B(sc+q)/c$ and $f''(a)=2kcB$. The odd one follows by exchanging $\sinh$ and $\cosh$. As $E'R=f''/(kf')$ at the face, the average of the two is

$$E'kR=k\left[\frac{c^2}{sc+q}+\frac{s^2}{sc-q}\right]=\frac{G_s(kt)}t,\quad G_s(u)=\frac{2u(\sinh u\cosh u-u)}{\sinh^2u-u^2}.$$

For a half-space this becomes $2k$. The energy difference between slab and half-space is

$$\Delta W=-\frac{M^2J}{2\pi E't^2}=-\frac{2DbJ\delta^2}{t^2},\qquad J=\int_0^\infty[G_s(u)-2u]\,du=5.80 .$$

Since $\delta=a-d$, the force towards the face is $dW/d\delta$:

$$F_y\simeq\frac{Db}{2\delta}\left[1-8J\frac{\delta^2}{t^2}\right],\qquad 8J=46.4 .$$

Extrapolating the full solution from $\delta/t=0.06$ and $0.03$ gives 45.9. As $k\to0$ the two terms of $E'kR$ tend to $1/t$ for stretching and $3/t$ for bending, while the half-space value vanishes. The size of $J$ comes from bending. Measured against its half-space share, the bending term contributes $+6.90$. The stretching term is softer only at the longest waves and contributes $-1.09$.

The leading formula would reverse the force at $\delta/t=0.15$; the full solution does so at 0.23, a depth of 11.7 nm. Deeper dislocations are driven to the mid-plane. In the example the correction stress at the core is 37.9 MPa, so $F_y=-0.384\times37.9=-14.5$ mN/m. Differentiating the work of making the cut, $W=(b/2)\int\sigma_{xy}dx$ from the core outwards, gives the same value. Relative to the mid-plane, the energy is 0.71 eV/nm at 15 nm depth and 0.89 eV/nm at the maximum.

## Cell length: a periodic slab is not free

A periodic cell of length $L$ keeps its two ends parallel and so forbids the net rotation $\theta$. The slab is flat only on average: between dislocations it bends back by $\theta$, which for $L\gg t$ gives an arch of height about $\theta L/8$, or 0.5 nm at $L=450$ nm. Let its in-plane length relax, so that the mean stress is zero, and let $L$ be several $t$, so that the decaying fields of neighbours are negligible. The cell then imposes an extra strain $-\theta y/L$ and stress $-E'\theta y/L$. The added climb force is

$$F_{\rm cell}=\frac{bE'\theta d}{L}.$$

The bending energy agrees: with $W_b=E't^3\theta^2/(24L)$ and $d\theta/dd=-3bd/2a^3$, $-dW_b/dd$ is the same expression. Here $E'=2\times87.2=174$ GPa, so $F_{\rm cell}\approx6480/L$ mN/m with $L$ in nm. It cancels the free-slab force at $L\approx450$ nm, about $9t$; a shorter periodic cell drives this dislocation towards the face.

The guidance is as follows.

- A few thicknesses of cell length suffice for the exponentially decaying part. The bending part falls only as $1/L$: keeping it below 10% of the free-slab force needs about 4.5 µm here. Subtracting $-E'\theta y/L$ is cheaper.
- At fixed $d/t$, stresses scale as $1/t$ and lengths as $t$. A 5 nm slab with the same proportions would have $\theta\approx0.1$ rad and a depth of 1.5 nm, half of which lies within the core estimate below. The elastic field is then a starting guess, not a reference.

## How far the silicon numbers can be trusted

The example uses rough typical values for silicon, $\mu=68$ GPa, $\nu=0.22$, $b=0.384$ nm, and a Lomer-type dislocation. Replacing isotropy by rough cubic constants changes the core stress by $-8\%$ and moves the reversal depth from 11.7 to 12.0 nm. Linear elasticity is doubtful within about 0.8 nm of the core, where $D/r$ exceeds $\mu/10$; this is 5% of the depth. Of the effects estimated in this section, which leaves out the cell-length effect above, surface stress is the largest. If the slab is free to contract in its plane, a rough tensile value of 1 N/m on each face puts it under 40 MPa of compression. This adds $0.384\times40=15$ mN/m towards the top face, enough to cancel the computed force. In a membrane held by a rigid frame, the mean stress is set by the mounting instead and enters the force in the same way. The direction of the net force can therefore be predicted only if this mean stress is known: from the surface stress of the real, possibly oxidised faces in a free slab, or from the mounting in a held one. Climb also needs diffusion of point defects, so none of these forces implies motion by itself. The values behind these statements are in the numerical output.

## Table of computed values

```
plate thickness 50.0 nm, depth below top face 15.0 nm, b 0.384 nm
shear modulus 68.0 GPa, Poisson ratio 0.22, D 5328.02 MPa nm
largest face traction of bulk field 355.20 MPa (x from 0 to 150 nm)
K*delta  5: residual 1.436e+01 MPa, tail bound 1.436e+01 MPa
K*delta 10: residual 1.774e-01 MPa, tail bound 1.774e-01 MPa
K*delta 20: residual 1.537e-05 MPa, tail bound 1.537e-05 MPa
K*delta 30: residual 1.031e-09 MPa, tail bound 1.030e-09 MPa
K*delta 40,  20 nodes: residual 2.560e+02 MPa
K*delta 40,  40 nodes: residual 1.609e+02 MPa
K*delta 40,  80 nodes: residual 3.263e+00 MPa
K*delta 40, 160 nodes: residual 5.855e-12 MPa
section x = 12 nm, bulk field: force 5011.4, moment/a -6619.3, shear 4233.6 mN/m
same section, plate field: largest of the three 7.2e-09 mN/m
bend angle: formula 9.6768 mrad, strain integral 9.6768 mrad = 0.554 deg
decay rate times t: field 4.2124, root 4.2124; decay length 11.87 nm
correction stress xx at core 37.87 MPa
climb force (positive toward top face) -14.541 mN/m, from energy -14.539 mN/m
one-face image force 68.199, sum of two one-face forces 38.971 mN/m
zero-force depth (energy maximum) 11.674 nm = 0.2335 t
energy above mid-plane value: here 0.7067 eV/nm, at maximum 0.8878 eV/nm
depth/t 0.06: force below one-face value by fraction 0.13327
depth/t 0.03: force below one-face value by fraction 0.03733
coefficient of (depth/t)^2: extrapolated 45.93, 8J 46.43 (J 5.8035)
face stress xx at x = 0 nm: top 504.04 MPa, bottom -561.67 MPa
face stress xx at x = 10 nm: top -122.45 MPa, bottom -451.06 MPa
face stress xx at x = 20 nm: top -228.22 MPa, bottom -246.42 MPa
face stress xx at x = 40 nm: top -31.04 MPa, bottom -29.74 MPa
glide-plane stress xy at x = 20 nm: bulk 266.40 MPa, plate 133.9177 MPa
glide-plane stress xy at x = 50 nm: bulk 106.56 MPa, plate 10.2099 MPa
glide-plane stress xy at x = 100 nm: bulk 53.28 MPa, plate -0.1559 MPa
cubic constants C11, C12, C44: 166, 64, 80 GPa
bulk factor: isotropic 87.18 GPa, anisotropic 90.71 GPa
core correction stress xx, anisotropic 34.86 MPa, change -7.9 %
zero-force depth, anisotropic 12.017 nm
surface stress 1.0 N/m: balancing membrane stress 40.0 MPa
radius where D/r = mu/10: 0.78 nm, 5.2 % of depth
```
